# Best Displacement for a Central-Difference Force Constant with Noisy Forces, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The error bound and its minimum

### The decision

A phonon calculation by finite displacements needs one number before the first force is computed: how far to move each atom. If the displacement is too small, the change in force is buried in numerical noise. If it is too large, the force is no longer proportional to the displacement and the result is not the harmonic force constant. The two errors vary with the displacement in known ways, so the best compromise can be calculated.

For forces with an error of at most $e$ each, and an energy whose quartic term is $bu^4/24$, the bound on the error of the force constant is smallest at

$$h_*=\left(\frac{3e}{|b|}\right)^{1/3}.$$

The bound at that displacement is $3e/(2h_*)$. This part derives both statements and finds the price of missing the best displacement. The second part treats energies that are not quartic, shows how to obtain $b$, and works through a molecule. Hartree atomic units are used unless another unit is named.

### Energy, force and estimate

Let $u$ be the displacement of one atom along one direction, with all other coordinates held fixed. Near the reference geometry $u=0$ the energy is taken as

$$E(u)=E_0+gu+\frac{k}{2}u^2+\frac{a}{6}u^3+\frac{b}{24}u^4 .$$

The denominators are factorials, so $g$, $k$, $a$ and $b$ are the first, second, third and fourth derivatives of $E$ at $u=0$. The wanted quantity is $k$. A code that writes the quartic term as $\beta u^4$ has $b=24\beta$.

The force is minus the slope of the energy. Differentiating term by term gives

$$F(u)=-\frac{dE}{du}=-\left(g+ku+\frac{a}{2}u^2+\frac{b}{6}u^3\right).$$

The central-difference estimate uses the forces at $+h$ and $-h$, with $h>0$:

$$K(h)=-\frac{F(h)-F(-h)}{2h}.$$

The leading minus sign makes $K$ positive for a restoring force.

### Truncation error

The two noise-free forces are

$$F(h)=-g-kh-\frac{a}{2}h^2-\frac{b}{6}h^3,$$

$$F(-h)=-g+kh-\frac{a}{2}h^2+\frac{b}{6}h^3 .$$

When the second is subtracted from the first, the terms in $g$ and $a$ cancel because they do not change sign with $u$. The other two double:

$$F(h)-F(-h)=-2kh-\frac{b}{3}h^3 .$$

Division by $-2h$ gives

$$K(h)=k+\frac{b}{6}h^2 .$$

The truncation error is therefore $bh^2/6$. A positive $b$ means that the well stiffens away from its centre on average over the two sides, and the estimate is then too high. A negative $b$ makes it too low.

The cancellation of $g$ means that a small residual force at the reference geometry does not spoil the difference. The estimate still refers to the curvature at the reference geometry and not at the minimum. To first order the minimum lies at $u_0=-g/k$, where the curvature is $k+au_0=k-ag/k$. An incomplete relaxation thus leaves a separate error of size $|ag/k|$, which no choice of $h$ removes.

The cancellation of $a$ is the reason for using two displaced geometries. The one-sided estimate is

$$-\frac{F(h)-F(0)}{h}=k+\frac{a}{2}h+\frac{b}{6}h^2,$$

whose leading error is linear in $h$. With two force errors of at most $e$, its noise contributes up to $2e/h$. Keeping the cubic term alone, the bound is $2e/h+|a|h/2$. Its derivative vanishes when $2e/h^2=|a|/2$, that is at $h=2\sqrt{e/|a|}$, and each of the two terms then equals $\sqrt{e|a|}$. The lowest bound is $2\sqrt{e|a|}$, which falls as $e^{1/2}$ when the forces are improved. The central difference will be seen to fall faster, as $e^{2/3}$.

### Noise error

Let the computed forces be $F(h)+\delta_+$ and $F(-h)+\delta_-$, with

$$|\delta_+|\le e,\qquad |\delta_-|\le e .$$

Here $e$ limits the error of each force, and it is assumed not to depend on $h$. Inserting the computed forces into the estimate gives

$$K(h)=k+\frac{b}{6}h^2-\frac{\delta_+-\delta_-}{2h}
=k+\frac{b}{6}h^2+\frac{\delta_--\delta_+}{2h}.$$

The difference $\delta_--\delta_+$ lies between $-2e$ and $2e$, so the noise part lies between $-e/h$ and $e/h$. The triangle inequality then yields

$$|K(h)-k|\le B(h),\qquad B(h)=\frac{e}{h}+\frac{|b|}{6}h^2 .$$

This bound cannot be lowered without more knowledge of the noise, because it is attained. For $b>0$ take $\delta_-=e$ and $\delta_+=-e$: both contributions are positive and add up to $B(h)$. For $b<0$ reverse both signs, and both contributions are negative.

The estimate responds to the difference of the two errors. An error common to both forces cancels. If a smaller number $e_d$ is known with $|\delta_--\delta_+|/2\le e_d$, it can replace $e$ throughout. This is useful in practice, since errors at two nearly equal geometries may be partly alike.

A different case is an error that varies linearly with displacement, $\delta(u)=\alpha u$. Then $\delta_--\delta_+=-2\alpha h$, and the estimate shifts by $-\alpha$ whatever the value of $h$. Such an error behaves as a change of the force constant itself. An incomplete basis or a coarse sampling of the Brillouin zone can act in this way, and it has to be controlled by converging those settings.

### The minimum

The first term of $B$ falls with $h$ and the second rises. For $e>0$ and $b\ne0$,

$$\frac{dB}{dh}=-\frac{e}{h^2}+\frac{|b|}{3}h .$$

Setting this to zero and multiplying by $3h^2/|b|$ gives

$$h_*^3=\frac{3e}{|b|}.$$

There is one positive solution. The second derivative,

$$\frac{d^2B}{dh^2}=\frac{2e}{h^3}+\frac{|b|}{3},$$

is positive for every $h>0$, so $B$ is convex and the stationary point is its global minimum. The units agree: force divided by a fourth derivative of energy is a length cubed.

To find the lowest bound, use $|b|h_*^3=3e$ in the truncation part:

$$\frac{|b|}{6}h_*^2=\frac{|b|h_*^3}{6h_*}=\frac{3e}{6h_*}=\frac{e}{2h_*}.$$

At the best displacement the noise part is twice the truncation part. Their sum is

$$B(h_*)=\frac{e}{h_*}+\frac{e}{2h_*}=\frac{3e}{2h_*}=\frac{|b|}{2}h_*^2 ,$$

where the last form follows from $e=|b|h_*^3/3$. Eliminating $h_*$ gives

$$B(h_*)=\frac{|b|}{2}\left(\frac{3e}{|b|}\right)^{2/3}
=\frac12\left(9e^2|b|\right)^{1/3}.$$

A tenfold reduction of the noise lowers the bound by $10^{2/3}\approx4.6$, provided the displacement is reduced by $10^{1/3}\approx2.2$ at the same time. If $h$ is left at its old value, the noise part falls tenfold but the truncation part stays. Since truncation supplied one third of the old bound, the new bound is $(2/3)/10+1/3=0.40$ of the old one. The bound then falls by a factor 2.5 instead of 4.6.

The formula can be turned round to set the force accuracy. If the bound is to be no larger than a tolerance $T$, then

$$\frac12(9e^2|b|)^{1/3}\le T .$$

Multiplying by 2 and cubing gives $9e^2|b|\le8T^3$, so that

$$e\le\sqrt{\frac{8T^3}{9|b|}} .$$

The required noise level falls as $T^{3/2}$.

### The price of a wrong displacement

Let the displacement be $h=\lambda h_*$. The noise part becomes $e/(\lambda h_*)$ and the truncation part becomes $\lambda^2e/(2h_*)$. Division by $3e/(2h_*)$ gives

$$\frac{B(\lambda h_*)}{B(h_*)}=\frac13\left(\frac{2}{\lambda}+\lambda^2\right).$$

For $\lambda=1/2$ the ratio is 1.417, and for $\lambda=2$ it is 1.667. For $\lambda=1/4$ and $\lambda=4$ the ratios are 2.688 and 5.5.

A displacement that is too small by some factor costs less than one too large by the same factor. To show this for any $\lambda>1$, subtract the two ratios and multiply by 3:

$$\left(\frac2\lambda+\lambda^2\right)-\left(2\lambda+\frac1{\lambda^2}\right)
=\left(\lambda-\frac1\lambda\right)\left(\lambda+\frac1\lambda-2\right).$$

The product on the right expands to $\lambda^2-\lambda^{-2}-2\lambda+2\lambda^{-1}$, which is the left side. Its first factor is positive for $\lambda>1$. Its second factor equals $(\lambda-1)^2/\lambda$ and is also positive.

The cube root makes the rule forgiving. An error of a factor 8 in $b$ or in $e$ changes the displacement by a factor 2. Rough values of both inputs are therefore sufficient for choosing the displacement. The bound itself is more sensitive, and a bound quoted as an error limit needs reliable values of $e$ and $b$.

### Random errors

A bound assumes the worst combination of signs. If the errors are instead independent, with zero mean and standard deviation $s$, the typical error is a better measure. The mean square error is

$$Q(h)=\left\langle\left(\frac{b}{6}h^2+\frac{\delta_--\delta_+}{2h}\right)^2\right\rangle .$$

The cross term vanishes because both errors have zero mean. Independence gives $\langle(\delta_--\delta_+)^2\rangle=2s^2$, so

$$Q(h)=\frac{b^2h^4}{36}+\frac{s^2}{2h^2}.$$

The derivative is

$$\frac{dQ}{dh}=\frac{b^2h^3}{9}-\frac{s^2}{h^3},$$

and it vanishes at $h^6=9s^2/b^2$, or

$$h_s=\left(\frac{3s}{|b|}\right)^{1/3}.$$

The derivative is negative below $h_s$ and positive above it, so this is the minimum. The rule has the same form as before, with the standard deviation in place of the bound. Using $s^2=b^2h_s^6/9$,

$$Q(h_s)=\frac{b^2h_s^4}{36}+\frac{b^2h_s^4}{18}=\frac{b^2h_s^4}{12},$$

and the lowest root-mean-square error is $|b|h_s^2/\sqrt{12}$.

The numbers $e$ and $s$ must not be confused. If errors are spread evenly between $-e$ and $e$, then $s=e/\sqrt3$, and the displacement for the lowest root-mean-square error is smaller than $h_*$ by the factor $3^{-1/6}=0.83$. By the formula for a wrong displacement, using this value raises the worst-case bound by about 3 percent.

Correlation between the errors also enters. With correlation coefficient $r$, $\langle(\delta_--\delta_+)^2\rangle=2s^2(1-r)$, so $s$ is replaced by $s\sqrt{1-r}$ in the preceding formulas. One case arises when symmetry maps the displacement $+h$ onto $-h$ and a single calculation supplies both forces. For the force on the displaced atom along the displacement, the second value is then minus the first, so $\delta_-=-\delta_+$ and $r=-1$. The symmetry may exchange other atoms, and their forces then need not obey this relation. The best displacement for random errors grows by $2^{1/6}=1.12$. The worst-case bound does not change, because it already allows opposite errors.

### Related differences

The argument used the derivative of a noisy function that is sampled at two opposite points. For a function $f$ with third derivative $f'''$ at the centre, the same algebra gives

$$\frac{f(h)-f(-h)}{2h}=f'(0)+\frac{f'''(0)}{6}h^2+\text{noise},$$

and the best step is $(3e/|f'''|)^{1/3}$ when $e$ bounds the error of $f$. For a Born effective charge, $f$ is the cell volume times the polarization and the step is an atomic displacement. For a dielectric susceptibility, $f$ is the polarization and the step is an electric field. In both cases the two polarizations must be taken on the same branch, because a jump by a polarization quantum is not small noise. In a periodic calculation the field also has an upper limit, which falls as the band gap shrinks or as the sampling of the Brillouin zone along the field becomes finer. If the best step exceeds that limit, a smaller field has to be used.

The rule does not apply to a second difference of energies. In

$$\frac{E(h)-2E(0)+E(-h)}{h^2}=k+\frac{b}{12}h^2,$$

energy errors of at most $\varepsilon$ contribute up to $4\varepsilon/h^2$. The derivative of $4\varepsilon/h^2+|b|h^2/12$ vanishes when $8\varepsilon/h^3=|b|h/6$. The best step is then $(48\varepsilon/|b|)^{1/4}$, a fourth root instead of a cube root.

## Part 2. Use in a calculation

The symbols carried over are these. The energy along a displacement $u$ has second, third and fourth derivatives $k$, $a$ and $b$ at the reference geometry. Each force has an error of at most $e$. The estimate $K(h)=-[F(h)-F(-h)]/(2h)$ has the error bound $B(h)=e/h+|b|h^2/6$. Its minimum lies at $h_*=(3e/|b|)^{1/3}$ and equals $3e/(2h_*)=|b|h_*^2/2$.

### Energies that are not quartic

A real energy curve has higher derivatives. Let $c$ be the sixth derivative at $u=0$. The energy term $cu^6/720$ adds $cu^5/120$ to the slope, and hence $ch^4/120$ to $K(h)$. The fifth derivative gives a slope term even in $u$ and cancels, as $a$ does. The ratio of the sextic to the quartic truncation error is

$$\frac{ch^4/120}{bh^2/6}=\frac{ch^2}{20b}.$$

The cube-root rule holds when the magnitude of this ratio at $h_*$ is small and still higher terms are smaller.

If $b$ and $c$ have the same sign, the first correction follows from

$$-\frac{e}{h^2}+\frac{|b|h}{3}+\frac{|c|h^3}{30}=0 .$$

Write $h=h_*(1+\eta)$ with small $\eta$. Since $e/h_*^2=|b|h_*/3$, the first term is $-(|b|h_*/3)(1-2\eta)$ to first order. The second is $(|b|h_*/3)(1+\eta)$. Their sum is $|b|h_*\eta$, so

$$\eta=-\frac{|c|h_*^2}{30|b|}.$$

The sextic term then shortens the best displacement slightly. If $b$ and $c$ have opposite signs, the two truncation errors partly cancel. Their sum vanishes at $h^2=20|b/c|$, a point that should not be used without knowledge of the next term.

When $b=0$, the cube-root rule gives no finite displacement. The sextic term then sets the limit, and minimising $e/h+|c|h^4/120$ gives $h=(30e/|c|)^{1/5}$.

A bound that needs no series can also be derived. Let $E$ have four continuous derivatives, and let $M$ be the largest magnitude of the fourth derivative between $-h$ and $h$. Without noise,

$$K(h)=\frac{1}{2h}\int_{-h}^{h}E''(u)\,du=\frac1h\int_0^hS(u)\,du,$$

$$S(u)=\frac{E''(u)+E''(-u)}2 .$$

The function $S$ is even, so $S'(0)=0$, and $S(0)=k$. Its second derivative is the average of two fourth derivatives of $E$ and has magnitude at most $M$. Integrating twice from zero gives $|S(u)-k|\le Mu^2/2$. Therefore

$$|K(h)-k|\le\frac1h\int_0^h\frac{M}{2}u^2\,du=\frac{M}{6}h^2 .$$

With noise, the bound is $e/h+Mh^2/6$. The rule keeps its form if $M$ is taken over a fixed range that contains the displacement.

The best displacement and its error bound are now established for a central difference of noisy forces, together with the changes needed when the energy is not quartic. What remains is to extend the rule to force-constant matrices, obtain $b$ and the force noise in practice, and test the procedure on the BH molecule.
